# Why Elastic Relaxation Can Make a Ferroelectric Transition First Order

**Q:** Suppose a free ferroelectric crystal jumps into its polar state, while a film of the same composition on a thick substrate polarizes continuously. Could the mechanical conditions alone account for this, or must the two samples differ chemically?

**A:** To answer that, we need an energy in which polarization and strain are separate variables. Take a uniform polarization $P$ along axis 3, with short-circuited electrodes so that no macroscopic field opposes it. Let $e=(e_1,e_2,e_3)$ be the normal strains, measured from the nonpolar state. Per unit volume,

$$F=\frac a2P^2+\frac b4P^4+\frac c6P^6+\frac12e^{T}Ce-(g\cdot e)P^2-\sigma\cdot e .$$

Here $a=\alpha(T-T_0)$ with $\alpha>0$, $C$ is the symmetric stiffness matrix, $g$ is the coupling of strain to squared polarization, and $\sigma$ is the applied stress, positive in tension. I take $b>0$ and $c>0$. The coefficients $b,c,C,g$ do not depend on temperature.

The coupling contains $P^2$ because I take the nonpolar parent crystal to have an inversion centre. Inversion reverses $P$ but leaves every strain unchanged, so odd powers of $P$ cannot appear. A nonpolar crystal without an inversion centre can be piezoelectric, and a term linear in both strain and $P$ may then be allowed. I also assume a fourfold axis along $P$ and mirror planes containing it. Shear strains then change sign or direction under operations that leave $P^2$ alone, so they cannot couple to it linearly and stay zero.

The coefficient $b$ belongs to fixed strain. If every strain is held at zero, the last three terms vanish and $b$ is the whole quartic coefficient.

**Q:** What happens to $b$ when the crystal is free to deform?

**A:** At fixed stress the strain takes the value that minimizes $F$ for the given $P$. Setting the strain derivative to zero gives

$$Ce-gP^2-\sigma=0,\qquad e=C^{-1}(\sigma+gP^2).$$

This is a minimum because a mechanically stable crystal has a positive definite $C$. Write $v=\sigma+gP^2$. The strain-dependent part of $F$ is $\frac12e^TCe-v\cdot e$, and with $e=C^{-1}v$ it becomes

$$\frac12v^TC^{-1}v-v^TC^{-1}v=-\frac12v^TC^{-1}v .$$

Expanding the square, and using the symmetry of $C^{-1}$ to combine the two cross terms,

$$-\frac12v^TC^{-1}v=-\frac12\sigma^TC^{-1}\sigma-\sigma^TC^{-1}g\,P^2-\frac12g^TC^{-1}g\,P^4 .$$

The first term does not depend on $P$. The second adds to $aP^2/2$, the third to $bP^4/4$. Matching coefficients gives

$$a_\sigma=a-2\sigma^TC^{-1}g,\qquad B=b-\Delta,\qquad \Delta=2g^TC^{-1}g .$$

The inverse of a positive definite matrix is positive definite, so $\Delta>0$ for any nonzero $g$. Reversing $g$ reverses the spontaneous strain but leaves $\Delta$ unchanged. The coefficient $c$ is untouched, since a coupling linear in strain and quadratic in $P$ produces nothing beyond $P^4$.

**Q:** Deforming a lattice costs energy. Why does the deformation lower the quartic term instead of raising it?

**A:** There is a cost, but the coupling pays for it twice over. At zero stress $e=C^{-1}gP^2$, so

$$-(g\cdot e)P^2=-g^TC^{-1}g\,P^4,\qquad \frac12e^TCe=\frac12g^TC^{-1}g\,P^4 .$$

The sum is $-\frac12g^TC^{-1}g\,P^4=-\Delta P^4/4$. The lattice could have stayed undeformed at no cost, so it deforms only because doing so lowers the total energy.

**Q:** That explains the sign. But why should a lower energy change the order of the transition?

**A:** Hold the strain at some value $e$ and look at the terms in $P^2$. The quadratic coefficient is then $a-2g\cdot e$. If $e$ is the spontaneous strain belonging to a polarization $P$, this coefficient equals

$$a-2g^TC^{-1}g\,P^2=a-\Delta P^2 .$$

Polarization deforms the lattice, and the deformed lattice resists polarization less. This is positive feedback. The term $b$ does the opposite: it makes further polarization harder as $P$ grows. At zero stress the condition for a nonzero equilibrium polarization shows both effects:

$$a-\Delta P^2+bP^2+cP^4=0 .$$

If $\Delta<b$, the resistance still grows with $P$ and polarization must start from zero. If $\Delta>b$, a small polarization reduces the resistance to a larger one, until $cP^4$ stops the growth. A large polarization can then be favourable while the nonpolar state is still locally stable.

**Q:** Can you show that this really gives a jump, and find where it occurs?

**A:** Put $x=P^2$ and take $\sigma=0$. The relaxed energy is

$$F=\frac x2\left(a+\frac B2x+\frac c3x^2\right).$$

The nonpolar state has $F=0$, so the sign of the bracket decides which state wins.

For $B\ge0$ and $a\ge0$, the bracket is positive at every $x>0$ and the nonpolar state is the minimum. For $a<0$, a nonzero stationary state obeys $a+Bx+cx^2=0$. Its left side increases with $x$ from the negative value $a$, so there is one positive solution, and it tends to zero as $a\to0$. The transition is continuous. For $B>0$ the term $cx^2$ is negligible close to $T_0$, hence

$$P^2\simeq\frac{\alpha(T_0-T)}B .$$

At $B=0$, the tricritical point, $P^4=-a/c$. The onset is still continuous but steeper, with $P\propto(T_0-T)^{1/4}$.

For $B<0$, complete the square in the bracket:

$$a+\frac B2x+\frac c3x^2=a-\frac{3B^2}{16c}+\frac c3\left(x-\frac{3|B|}{4c}\right)^2 .$$

The linear term of the square is $-|B|x/2$, as required, and its constant $3B^2/(16c)$ cancels the one subtracted in front. As long as $a>3B^2/(16c)$, the bracket is positive for all $x$. At

$$a_t=\frac{3B^2}{16c},\qquad P_t^2=\frac{3|B|}{4c},$$

it first touches zero, at a nonzero polarization. Below this temperature a polar state has the lower energy. The equilibrium polarization therefore jumps from zero to $P_t$, at a temperature above $T_0$.

Relaxation always lowers the quartic coefficient in this model, but it makes the transition first order only when $\Delta>b$.

**Q:** Let us put numbers in. What parameters would show the effect?

**A:** I choose round parameters that represent no particular material: $\alpha=5\times10^5$ J m/(C² K), $T_0=600$ K, $b=1.0\times10^9$ J m⁵/C⁴ and $c=4.0\times10^9$ J m⁹/C⁶. The stiffness matrix has the cubic form, with $C_{11}=300$ GPa on the diagonal and $C_{12}=100$ GPa elsewhere. The order parameter remains a polarization along axis 3. The coupling is $g=(q_{12},q_{12},q_{11})$, with $q_{11}=10\times10^9$ and $q_{12}=-4\times10^9$ J m/C².

The matrix $C$ has two eigenvectors that matter. One is a volume change, $(1,1,1)/\sqrt3$, with eigenvalue $C_{11}+2C_{12}=500$ GPa. The other is a change of shape, $(-1,-1,2)/\sqrt6$, with eigenvalue $C_{11}-C_{12}=200$ GPa. The third eigenvector, $(1,-1,0)/\sqrt2$, is orthogonal to $g$. The projections of $g$ on the first two are $(q_{11}+2q_{12})/\sqrt3$ and $2(q_{11}-q_{12})/\sqrt6$. Squaring each, dividing by its eigenvalue and multiplying by 2 gives

$$\Delta=\frac{2(q_{11}+2q_{12})^2}{3(C_{11}+2C_{12})}+\frac{4(q_{11}-q_{12})^2}{3(C_{11}-C_{12})} .$$

In units of $10^9$ J m⁵/C⁴, the volume part is 0.0053 and the shape part is 1.3067. Their sum is $\Delta=1.312$, so

$$B=1.000-1.312=-0.312 .$$

The free crystal has a first-order transition although its clamped coefficient is positive.

Almost all of the subtraction comes from the change of shape. In the volume term, $q_{11}+2q_{12}=2\times10^9$ J m/C² is small because the axial and transverse couplings nearly cancel. A small volume change at the transition is therefore no evidence that elastic relaxation is weak.

**Q:** How large are the jump and the strains?

**A:** With the value of $B$ above,

$$P_t^2=\frac{3(0.312\times10^9)}{4(4.0\times10^9)}=0.0585\ \mathrm{C^2/m^4},$$

so $P_t=0.242$ C/m², or 24.2 µC/cm². The transition lies above $T_0$ by

$$\frac{a_t}{\alpha}=\frac{3(0.312\times10^9)^2}{16(4.0\times10^9)(5\times10^5)}=9.13\ \mathrm K,$$

that is, at 609.13 K.

The strain is $e=C^{-1}gP^2$. Its components define $e_3=Q_{11}P^2$ and $e_1=e_2=Q_{12}P^2$, with $Q_{11}=0.048$ and $Q_{12}=-0.022$ m⁴/C². At the transition the crystal lengthens by 0.281% along $P$ and contracts by 0.129% across it.

These strains are small, but their effect is not. The feedback term $\Delta P_t^2$, expressed as a temperature, is

$$\frac{\Delta P_t^2}{\alpha}=\frac{(1.312\times10^9)(0.0585)}{5\times10^5}=153.5\ \mathrm K .$$

If the lattice were frozen in its spontaneous shape, the nonpolar state would become unstable at 153.5 K above $T_0$. The actual transition is only 9.13 K above $T_0$ because $b$ and $c$ oppose most of this softening.

The energies follow the two-to-one rule: the coupling contributes −2245 kJ/m³ and the elastic cost is 1122.5 kJ/m³, which leaves a net gain of 1122.5 kJ/m³.

**Q:** What would I see in a calorimeter, and how much thermal hysteresis should I expect?

**A:** The entropy is $-dF/dT$ along the equilibrium state. Since $F$ is stationary in both $P$ and $e$, their changes with temperature do not contribute, and only the explicit dependence of $a$ remains. It gives $-\alpha P^2/2$ relative to the nonpolar state. On heating through the transition the entropy rises by

$$\frac{\alpha P_t^2}2=14.6\ \mathrm{kJ/(m^3\,K)} .$$

Multiplying by 609.13 K gives a latent heat of 8.91 MJ/m³.

For hysteresis, we need the limits of local stability. Nonzero stationary states satisfy $a=|B|x-cx^2$. The right side has its maximum, $B^2/(4c)$, at $x=|B|/(2c)$. The polar state can therefore survive on heating up to

$$T_0+\frac{B^2}{4c\alpha}=T_0+12.17\ \mathrm K .$$

On cooling, the nonpolar state remains locally stable down to $a=0$, which is $T_0$. The window for a uniform crystal is thus 12.17 K wide. A real crystal can form nuclei or domains before either limit is reached, so this width is not a prediction of the measured hysteresis.

The uniform barrier at the transition follows from the same equation. Its two roots add up to $|B|/c$. One is $x_t=3|B|/(4c)$, so the other, the top of the barrier, is $x_m=|B|/(4c)$. At $a=a_t$ only the square survives in the bracket, and

$$F_m=\frac{x_m}2\,\frac c3(x_m-x_t)^2=\frac{|B|}{8c}\,\frac c3\,\frac{B^2}{4c^2}=\frac{|B|^3}{96c^2} .$$

Here it is 19.8 kJ/m³.

**Q:** Now back to the film. Its substrate fixes the in-plane strains, but the top surface is free. Which coefficient applies?

**A:** One between the two. Set $e_1=e_2=m$, where $m$ is the misfit strain imposed by the substrate, and let $e_3$ relax with no stress on the top surface. The terms containing $e_3$ are

$$\frac12C_{11}e_3^2-(q_{11}P^2-2C_{12}m)e_3 .$$

The minimum is at $e_3=(q_{11}P^2-2C_{12}m)/C_{11}$ and has the value

$$-\frac{(q_{11}P^2-2C_{12}m)^2}{2C_{11}} .$$

Its $P^4$ part is $-q_{11}^2P^4/(2C_{11})$. Comparing with $bP^4/4$,

$$B_{\rm film}=b-\frac{2q_{11}^2}{C_{11}}=(1.000-0.667)\times10^9=0.333\times10^9\ \mathrm{J\,m^5/C^4}.$$

This is positive, so the film polarizes continuously. Within this model, the mechanical conditions alone can produce the difference you described.

The ordering is general for quadratic elastic energy. At $m=0$, the energy gained by relaxation is the largest value of $(g\cdot e)P^2-\frac12e^TCe$ over the permitted strains. The film may use fewer strains than the free crystal, so it cannot gain more. Hence $B\le B_{\rm film}\le b$. The two relaxed values coincide if the free crystal would not change its in-plane dimensions anyway.

The onset shows the contrast. At 0.1 K below $T_0$, the equilibrium polarization is 0.0071 C/m² with all strains clamped, 0.0122 C/m² in the film at $m=0$, and 0.280 C/m² in the free crystal. The first two grow from zero; the third belongs to a state that has already won at a higher temperature.

**Q:** My film has a misfit strain. Does that change the order too?

**A:** In this model it changes the temperature, not the quartic coefficient. The terms in $mP^2$ are $-2q_{12}mP^2$ from the direct coupling and $+2q_{11}C_{12}mP^2/C_{11}$ from the cross term of the square. Since they add to $aP^2/2$,

$$a_{\rm film}=a-4m\left(q_{12}-\frac{q_{11}C_{12}}{C_{11}}\right).$$

The bracket is negative here. A compressive misfit of $m=-0.1\%$ therefore lowers $a_{\rm film}$, and the continuous transition moves up by 58.7 K. The film is squeezed in the plane and expands along $P$, and both strains favour this polarization. The formula follows only the polarization along axis 3. If the parent crystal is cubic, an in-plane polarization competes with it: at $m=0$ both become unstable at $T_0$, and a tensile misfit of $+0.1\%$ lowers the axis-3 instability by 58.7 K while raising the in-plane one to 34.7 K above $T_0$. The film then polarizes in the plane first, and this one-component model no longer describes its transition.

Stress on a free crystal acts similarly. A tension of 100 MPa along $P$ gives $a_\sigma=a-2\sigma_3Q_{11}$ and raises the temperature at which the quadratic coefficient vanishes by 19.2 K. It leaves $B$ negative and unchanged. A constant stress and a fixed strain are thus different constraints: the first lets the lattice respond to $P$, the second does not.

**Q:** How close is the free crystal to being second order?

**A:** Multiply every component of $g$ by a factor $\lambda$. Then $\Delta$ is multiplied by $\lambda^2$, and $B=0$ at

$$\lambda_c=\sqrt{\frac b\Delta}=\sqrt{\frac{1.000}{1.312}}=0.873 .$$

A coupling 13% weaker would bring the crystal to its tricritical point, and a still weaker one would make the transition second order. Stiffening the lattice has the same effect: $\Delta$ is inversely proportional to a common factor in $C$, so all stiffnesses would have to rise by 31%.

**Q:** If I fit a Landau polynomial to polarization data from a free crystal, should I subtract $\Delta$ from my fitted coefficient?

**A:** No. The crystal relaxed during the measurement, so the fitted quartic coefficient is already $B$. (The curve $P(T)$ alone fixes only the ratios $B/\alpha$ and $c/\alpha$; the overall scale must come from a susceptibility or a latent heat.) Subtracting again would count the relaxation twice. To describe the clamped crystal, you add $\Delta$ and recover $b=B+\Delta$.

**Q:** Can I measure the subtraction without clamping the crystal by force?

**A:** You can use a small field that changes too quickly for the strain to follow, and compare it with a slow one. The inverse susceptibility is the second derivative of the energy with respect to $P$. With relaxing strain at zero stress it is $a+3BP^2+5cP^4$. Equilibrium requires $a=-BP^2-cP^4$, so

$$\chi_{\rm free}^{-1}=2BP^2+4cP^4 .$$

With the strain frozen at its spontaneous value, the quadratic coefficient is $a-\Delta P^2$ and the quartic one is $b$:

$$\chi_{\rm frozen}^{-1}=a-\Delta P^2+3bP^2+5cP^4=2bP^2+4cP^4 .$$

In the last step I used $a=-(b-\Delta)P^2-cP^4$. The difference is

$$\chi_{\rm frozen}^{-1}-\chi_{\rm free}^{-1}=2\Delta P^2 .$$

It vanishes in the unstressed nonpolar state, where a small polarization produces strain only at second order. The comparison requires a single domain with negligible domain-wall motion, and both measurements must be made under the same thermal conditions.

**Q:** When would you distrust this explanation?

**A:** First, when the state is not uniform. A crystal clamped only at its outer surface can form domains whose strains differ locally while their average stays fixed. It can then relax partly, and the coefficient $b$ for uniform clamping no longer decides the transition. Fluctuations are also left out, so the classification is that of mean-field theory.

Second, when higher couplings matter. Add $-(k\cdot e)P^4$ to the energy. At zero stress $gP^2$ is replaced by $gP^2+kP^4$, and the cross term after elimination is $-g^TC^{-1}k\,P^6$. This changes $c$ to $c-6g^TC^{-1}k$ and also creates a negative term, $-\frac12k^TC^{-1}k\,P^8$, which can be dropped only while it is small beside the $P^6$ term. Under stress the same coupling adds $-4\sigma^TC^{-1}k$ to $B$, and it makes $B_{\rm film}$ depend on the misfit, so stress and misfit then affect the quartic coefficient as well. If the new $c$ is not positive, the expansion must be carried further before the jump can be calculated.

Third, when other distortions take part. The energy must then contain every lattice distortion that enters the transition, and one polarization amplitude may not suffice. Elastic relaxation still lowers the energy there, but whether it sets the order of the transition depends on the remaining terms.

Thermal expansion adds a term linear in strain and independent of $P$, which acts like $\sigma$. Without the coupling $k$ it leaves $B$ alone, so the order of the transition is unchanged. Because the term grows with temperature, however, it changes the slope $\alpha$. With a linear expansion of $10^{-5}$ K⁻¹ and the parameters above, the free transition moves from 9.13 K to 9.92 K above $T_0$ and the entropy jump falls by 8%. A film is more sensitive, since its misfit then varies with temperature: on a substrate expanding at $7\times10^{-6}$ K⁻¹, with $m=-0.1\%$ at $T_0$, the slope falls by 26% and the shift of 58.7 K becomes 78.9 K.

## Computed results

```
alpha = 5.000e+05 J m/(C^2 K)
T0 = 600.0 K
clamped quartic b = 1.0000e+09 J m^5/C^4
sixth-order c = 4.0000e+09 J m^9/C^6
C11 = 300.0 GPa
C12 = 100.0 GPa
q11 = 1.000e+10 J m/C^2
q12 = -4.000e+09 J m/C^2
subtraction, volume mode = 5.3333e+06 J m^5/C^4
subtraction, shape mode = 1.3067e+09 J m^5/C^4
subtraction, free crystal = 1.3120e+09 J m^5/C^4
subtraction, film = 6.6667e+08 J m^5/C^4
B, free crystal = -3.1200e+08 J m^5/C^4
B, film = 3.3333e+08 J m^5/C^4
critical coupling factor = 0.8730 (dimensionless)
free crystal: transition temperature = 609.126 K
free crystal: transition minus T0 = 9.126 K
free crystal: polarization jump = 0.2419 C/m^2
free crystal: polarization jump = 24.19 microC/cm^2
free crystal: heating limit minus T0 = 12.168 K
free crystal: barrier at transition = 19.773 kJ/m^3
free crystal: entropy jump = 14.625 kJ/(m^3 K)
free crystal: latent heat = 8.908 MJ/m^3
Q11 = 0.04800 m^4/C^2
Q12 = -0.02200 m^4/C^2
strain e3 at transition = 0.2808 percent
strain e1 = e2 at transition = -0.1287 percent
coupling energy at transition = -2245.0 kJ/m^3
elastic cost at transition = 1122.5 kJ/m^3
net elastic gain = 1122.5 kJ/m^3
frozen-strain instability minus T0 = 153.50 K
P at T0 - 0.1 K, clamped = 0.00707 C/m^2
P at T0 - 0.1 K, film = 0.01224 C/m^2
P at T0 - 0.1 K, free crystal = 0.27957 C/m^2
applied tensile stress along axis 3 = 100.0 MPa
shift of a = 0 by this stress, free = 19.20 K
film misfit strain = -0.10 percent
shift of a = 0 by this misfit, film = 58.67 K
```
